# The Becke-Roussel hole potential: derivation, exactness for 1s, and tail, part 2

The Becke-Roussel model replaces the exact exchange hole by a displaced exponential charge fixed by quantities at one point. We ask where its potential $U$ is accurate, when it tends to the correct $-1/r$ far from a finite system, and how to compute it.

Hartree atomic units are used, and all quantities refer to one spin channel. The occupied orbitals $\psi_i$ are real and orthonormal, each holding one electron. Define $\Gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i(\mathbf r')$, the density $\rho(\mathbf r)=\Gamma(\mathbf r,\mathbf r)$ and the exact hole $h=\Gamma^2/\rho(\mathbf r)$. The exact $U(\mathbf r)$ is $-\int h/|\mathbf r-\mathbf r'|\,d\mathbf r'$, and the exchange energy is $\tfrac12\int\rho U\,d\mathbf r$. For one electron, $h$ is its own density.

With $s=|\mathbf r'-\mathbf r|$, the hole averaged over directions starts as $\rho+Qs^2$, where $Q=\tfrac16(\nabla^2\rho-2\gamma D)$. The true curvature has $\gamma=1$. Here $\tau=\sum_i|\nabla\psi_i|^2$, without a factor $1/2$, and $D=\tau-|\nabla\rho|^2/(4\rho)$, which vanishes for a single orbital and satisfies

$$
\rho D=\sum_{ij}\psi_i^2|\nabla\psi_j|^2-\Big|\sum_i\psi_i\nabla\psi_i\Big|^2
=\sum_{i<j}\left|\psi_i\nabla\psi_j-\psi_j\nabla\psi_i\right|^2 . \tag{7}
$$

The model hole is the charge $a^3e^{-at}/(8\pi)$, with $t$ the distance from its centre, which lies at distance $b$ from the electron. With $x=ab$ and $q=6Q/\rho$, matching value and curvature gives

$$
\frac{a^3e^{-x}}{8\pi}=\rho,\qquad a^2-\frac{2a}b=q, \tag{14}
$$

which have one solution with $x>0$, found from $(x-2)e^{2x/3}/x=y$ with $y=q/(4\pi^{2/3}\rho^{2/3})$. The model potential is

$$
U=-\frac{1}{b}\left(1-e^{-x}-\tfrac12xe^{-x}\right), \tag{1}
$$

with $U\to-a/2$ for small $x$.

For the 1s state at nuclear charge $Z$, $\rho=(Z^3/\pi)e^{-2Zr}$. The solution is $a=2Z$, $b=r$, and the model is exact for any $\gamma$:

$$
U(r)=-\frac1r\left[1-(1+Zr)e^{-2Zr}\right] \tag{15}
$$

### Why 2s is different

A 2s electron of hydrogen also has $D=0$, and its exact hole is again its own density. But $\rho=(2-r)^2e^{-r}/(32\pi)$ is not a single exponential. Write $F=(2-r)^2e^{-r}$. Then

$$
F'=(-r^2+6r-8)e^{-r},\qquad F''=(r^2-8r+14)e^{-r}.
$$

At $r=1$ bohr this gives $q=(F''+2F'/r)/F=7-6=1$ bohr$^{-2}$. The matching equations return $x=3.602$ and $b=2.402$ bohr, although the density is centred 1 bohr away. The model potential is $-0.385$ hartree and the exact one $-0.218$ hartree, so the model is too deep by 76 percent of the exact magnitude. Matching value and curvature at one point cannot tell the model about the node at 2 bohr or the charge beyond it.

### The tail of a finite system

Let the density of a finite system fall as

$$
\rho\simeq Nr^\beta e^{-\kappa r},\qquad \frac D\rho=O(r^{-2}),\qquad \kappa>0, \tag{16}
$$

where the form may be differentiated twice. If one s-type orbital dominates the tail and the others have larger exponential decay rates, $D/\rho$ is even exponentially small, because each term of $\rho D$ in Eq. (7) contains a product of two different orbitals. If the others fall faster only by a power of $r$, then $D/\rho$ falls only as a power.

A filled p shell gives the inverse square. Its orbitals are $\sqrt{3/(4\pi)}\,R(r)n_m$, where $n_m$ are the components of $\mathbf r/r$. Since $\partial_jn_m=(\delta_{jm}-n_jn_m)/r$, the squared derivatives of the $n_m$ sum to $2/r^2$, and

$$
\rho=\frac{3R^2}{4\pi},\qquad
\tau=\frac3{4\pi}\left(R'^2+\frac{2R^2}{r^2}\right),\qquad
\frac{|\nabla\rho|^2}{4\rho}=\frac{3R'^2}{4\pi},\qquad \frac D\rho=\frac2{r^2}.
$$

From Eq. (16), $\rho'/\rho=\beta/r-\kappa$ and $\rho''/\rho=(\beta/r-\kappa)^2-\beta/r^2$. Adding $2\rho'/(r\rho)$ gives

$$
q=\kappa^2-\frac{2\kappa(\beta+1)}r+O(r^{-2}). \tag{17}
$$

As $r$ grows, $q$ tends to $\kappa^2$ while $\rho^{2/3}$ vanishes. Hence $y\to+\infty$ and $x\to\infty$. The second condition in Eq. (14), written as $a^2(1-2/x)=q$, then gives $a\to\kappa$. The logarithm of the first condition is

$$
x=\kappa r-\beta\ln r+3\ln a-\ln(8\pi N). \tag{18}
$$

Therefore $b=x/a$ grows as $r$, and the limit follows:

$$
U\to-\frac1b\to-\frac1r .
$$

The physical content is that value and curvature carry the same decay rate. The curvature supplies $a=\kappa$, the value supplies $ab\approx\kappa r$, and the rate cancels in $b$. The limit does not depend on $\kappa$, $N$, $\beta$ or $\gamma$.

How fast it is reached depends on $\kappa$, $N$ and $\beta$; the parameter $\gamma$ sits in the $O(r^{-2})$ term of Eq. (17) and enters only at the next order. Put $a=\kappa+\delta$ in the second condition. Equation (18) with $a\to\kappa$ gives $1/b=1/r+O(\ln r/r^2)$ once $\delta=O(1/r)$, which the condition itself implies. To order $1/r$,

$$
2\kappa\delta-\frac{2\kappa}{r}=-\frac{2\kappa(\beta+1)}r
\quad\Longrightarrow\quad \delta=-\frac\beta r .
$$

Thus $1/a=(1/\kappa)[1+\beta/(\kappa r)+\cdots]$. Multiplying this by Eq. (18), the term $\kappa r$ yields $r+\beta/\kappa$, and

$$
b-r=\frac1\kappa\left[\ln\frac{\kappa^3}{8\pi N}+\beta-\beta\ln r\right]+O\!\left(\frac{\ln r}r\right). \tag{19}
$$

Since $-1/b=-1/r+(b-r)/r^2+\cdots$, the correction to $-1/r$ is of order $\ln r/r^2$, or $1/r^2$ when $\beta=0$. For the 1s density, $\beta=0$ and $N=\kappa^3/(8\pi)$, so Eq. (19) correctly gives no offset.

The filled hydrogen 2p shell has $\kappa=1$ bohr$^{-1}$, $\beta=2$ and $N=1/(32\pi)$ in atomic units. Equation (19) then predicts $b-r=\ln4+2-2\ln r$. At 100 bohr this is $-5.82$ bohr, against $-6.04$ bohr from the full equations. At 400 bohr the two values are $-8.60$ and $-8.67$ bohr. The offset itself grows, but more slowly than $r$: the product $-rU$ is 1.064 at 100 bohr and 1.022 at 400 bohr. With a power in front of the exponential, the limit is approached slowly.

### Where the limit fails

On a nodal plane of the orbital that dominates the tail, the density comes from another orbital, taken here to have a larger exponential decay rate, while $\tau$ still contains the gradient of the dominant one. Then $D/\rho$ grows instead of vanishing, and Eq. (16) does not apply. Whether the limit fails there depends on $\gamma$. Call the dominant orbital $\psi_d$. On the plane $\psi_d=0$, so it adds nothing to $\rho$ or $\nabla\rho$, adds $|\nabla\psi_d|^2$ to $D$, and adds $\nabla^2\psi_d^2=2|\nabla\psi_d|^2$ to $\nabla^2\rho$. Its contribution to $\rho q$ is therefore $2(1-\gamma)|\nabla\psi_d|^2$. For $\gamma=1$ this vanishes, and the model returns what it would give without that orbital: for occupied hydrogen 1s and 2p$_z$ orbitals, Eq. (15) with $Z=1$ holds on the plane $z=0$, and the limit $-1/r$ survives. For $\gamma<1$, $q$ and with it $a\simeq\sqrt q$ grow exponentially with $r$, while $x=3\ln a-\ln(8\pi\rho)$ grows only linearly. Then $b=x/a$ shrinks and $-rU$ grows without bound along the plane.

The exponential form matters as well. Take one orbital proportional to $e^{-\alpha r^2}$, so that $\rho=Ne^{-2\alpha r^2}$ and $D=0$. Here $\rho'/\rho=-4\alpha r$, and

$$
q=16\alpha^2r^2-12\alpha,\qquad a\simeq4\alpha r,\qquad x\simeq2\alpha r^2,\qquad b=\frac xa\simeq\frac r2 .
$$

The first relation again drives $x$ to infinity, which justifies $a^2\simeq q$. The second condition and the logarithm of the first then give the remaining relations. The result is $U\to-2/r$, twice the correct value: the hole of this one electron is its own density, whose potential tends to $-1/r$. For $\alpha=1$ bohr$^{-2}$, the product $-rU$ is 1.776, 1.920 and 1.959 at 5, 10 and 15 bohr.

This concerns any program with Gaussian basis functions. Far enough out, the most diffuse Gaussian governs the density, and the computed potential turns toward the wrong limit even if the energy is well converged. The tail should be judged with exponential functions or on a suitable radial grid.

### The parameter $\gamma$ and the uniform gas

For one orbital $\gamma$ is irrelevant, so it can be used to improve another case. In a uniform gas with Fermi wave number $k_F$, the derivatives of $\rho$ vanish. The average of $k^2$ over the Fermi sphere is $3k_F^2/5$, so

$$
\rho=\frac{k_F^3}{6\pi^2},\qquad D=\tau=\frac35k_F^2\rho,\qquad q=-\frac65\gamma k_F^2 .
$$

The exact hole follows from the sum over plane waves. With $z=k_Fs$,

$$
\Gamma(s)=\frac1{2\pi^2s}\int_0^{k_F}k\sin(ks)\,dk=3\rho\,\frac{\sin z-z\cos z}{z^3},\qquad h=\frac{\Gamma^2}\rho .
$$

Its potential was integrated numerically. The ratio of the model potential to the exact one is 0.9745 for $\gamma=1$ and 0.9996 for $\gamma=0.8$. The ratio is the same at every density: $y$ does not depend on $k_F$, so $x$ is fixed, $b$ scales as $1/k_F$, and both potentials scale as $k_F$. The better value for the gas is bought by giving up the true curvature wherever $D\ne0$. Exactness for 1s is untouched.

### Helium as a worked example

Helium has one orbital per spin, so $D=0$, as in hydrogen. The exact hole potential of its Hartree-Fock orbital is minus the potential of one spin density. Any error of the model therefore comes from the shape of the orbital.

The orbital was expanded in five exponential s functions with decay rates 1.4, 2.2, 3.4, 5.2 and 8.0 bohr$^{-1}$. The Hartree-Fock energy is $-2.8617$ hartree, and a separate calculation in the Gaussian basis cc-pV5Z gives $-2.8616$ hartree. Correlation is left out of both. Below, "exact" means exact exchange for this orbital.

At $r=1$ bohr, the matching equations give $x=3.3976$ and $b=1.0173$ bohr. Then $e^{-x}=0.03345$ and

$$
U=-\frac{1-(1+1.6988)(0.03345)}{1.0173}\ \text{hartree}=-0.894\ \text{hartree}.
$$

The exact value is also $-0.894$ hartree to three digits; in electronvolts the two are $-24.33$ and $-24.32$. The agreement is not typical of other radii:

| $r$ (bohr) | $b$ (bohr) | $U$, model (hartree) | $U$, exact (hartree) |
|---|---|---|---|
| 0.1 | 0.094 | -1.714 | -1.656 |
| 0.5 | 0.530 | -1.330 | -1.296 |
| 1.0 | 1.017 | -0.894 | -0.894 |
| 2.0 | 2.058 | -0.482 | -0.496 |
| 4.0 | 4.167 | -0.240 | -0.250 |

The model is too deep near the nucleus, by 3.5 percent of the exact value at 0.1 bohr, and too shallow outside, by 4.0 percent at 4 bohr. The curves cross between 1 and 2 bohr. These numbers belong to the five-function expansion. At the Hartree-Fock limit the tabulated potentials and the exchange energies keep the digits shown, and the crossing lies at 1.01 bohr. The parameters shift slightly: $x$ and $b$ at 1 bohr become 3.3979 and 1.0174 bohr, $b$ at 2 and 4 bohr becomes 2.057 and 4.162 bohr, and the error at 4 bohr becomes 3.9 percent. The exchange energy of both spins together is $-1.039$ hartree in the model and $-1.026$ hartree exactly, too large in magnitude by 1.3 percent of the exact value. One orbital per spin is thus not enough for exactness; the proof given above used the single-exponential shape of the hydrogenic 1s density.

In the tail, the slowest basis function gives $\kappa=2.8$ bohr$^{-1}$ and $\beta=0$. Equation (19) predicts that $b-r$ tends to 0.225 bohr; the computed values are 0.231, 0.229 and 0.227 bohr at 10, 20 and 40 bohr. The corresponding products $-rU$ are 0.977, 0.989 and 0.994. They approach one from below because $b$ exceeds $r$. The basis fixes this decay rate, so the offset and these products belong to the expansion used here and not to the Hartree-Fock limit. At that limit the orbital feels $-1/r$ far out, and the density has $\kappa=2k=2.71$ bohr$^{-1}$ and $\beta=2/k-2=-0.52$, where $k=\sqrt{-2\varepsilon}$ and $\varepsilon=-0.918$ hartree is the orbital energy. By Eq. (19), $b-r$ then grows as $\ln r$ instead of tending to a constant. It is 0.326, 0.455 and 0.586 bohr at the same three radii, and $-rU$ is 0.9685, 0.9778 and 0.9856.

### Evaluation at one grid point

1. Form $\rho$, $\nabla\rho$, $\nabla^2\rho$ and $\tau$ for one spin, with $\tau$ in the convention without $1/2$.
2. Compute $D$, then $q=(\nabla^2\rho-2\gamma D)/\rho$ and $y=q/(4\pi^{2/3}\rho^{2/3})$. This avoids the power $\rho^{5/3}$, which underflows earlier in the tail.
3. Find the positive zero of

$$
\operatorname{arcsinh}(x-2)-\operatorname{arcsinh}\!\left(yxe^{-2x/3}\right).
$$

4. Compute $b=xe^{-x/3}/(8\pi\rho)^{1/3}$ and then $U$, using $\mathrm{expm1}$.

The function in step 3 has the sign of $(x-2)-yxe^{-2x/3}=xe^{-2x/3}[G(x)-y]$, where $G(x)=(x-2)e^{2x/3}/x$, because arcsinh is odd and rising. It is negative at $x=0$ and has one zero. A bracketing solver is therefore safe if its upper end $X$ satisfies $G(X)>y$. The numerical check uses $X=1000$. The arcsinh leaves the zero in place and keeps the function values moderate when $y$ is very large.

At a nucleus with a density cusp, $\nabla^2\rho\to-\infty$, so $x\to0$. The first condition in Eq. (14) then gives $a\to(8\pi\rho)^{1/3}$, and the small-$x$ limit $U\to-a/2$ becomes

$$
U\to-(\pi\rho)^{1/3}.
$$

For the 1s density this is $-Z$, as Eq. (15) requires. A finite set of Gaussians has no cusp; its Laplacian stays finite at the nucleus, and this limit does not apply there.

The output of this procedure is the hole potential. It can be inserted in the energy integral directly. A self-consistent calculation that minimizes the model energy needs the derivative of that energy instead, including the response of $x$ and $b$ to the density and the orbitals.

## Numbers as computed

```
Model hole: a = 1.7 1/bohr, b = 1.3 bohr, norm = 1.000000
U by quadrature, formula: -0.591600, -0.591600 hartree
Hole curvature Q, 1s+2s hydrogen orbitals, r = 1 bohr:
  from hole 3.28823e-04, formula 3.28823e-04 bohr^-5
  formula without D 6.09894e-04 bohr^-5
Hydrogenic 1s: Z, r (bohr), x, b (bohr), U model, U exact (hartree)
  1 0.5 1.000000 0.500000 -0.896362 -0.896362
  1 1.0 2.000000 1.000000 -0.729329 -0.729329
  1 4.0 8.000000 4.000000 -0.249581 -0.249581
  Z = 1: exchange energy -0.312500 hartree
  3 0.5 3.000000 0.500000 -1.751065 -1.751065
  3 1.0 6.000000 1.000000 -0.990085 -0.990085
  3 4.0 24.000000 4.000000 -0.250000 -0.250000
  Z = 3: exchange energy -0.937500 hartree
Hydrogen 2s, r = 1 bohr: x = 3.6018, b = 2.4019 bohr
  U model -0.384528, exact -0.218256 hartree
Filled 2p shell tail: r (bohr), -r*U, b-r, predicted b-r (bohr)
  100 1.06424 -6.0363 -5.8240
  400 1.02215 -8.6692 -8.5966
Gaussian orbital exp(-r^2), r = 5 bohr: -r*U = 1.77650
Gaussian orbital exp(-r^2), r = 10 bohr: -r*U = 1.92028
Gaussian orbital exp(-r^2), r = 15 bohr: -r*U = 1.95864
Uniform gas, gamma = 1.0: U model/exact = 0.9745
Uniform gas, gamma = 0.8: U model/exact = 0.9996
Helium exponents (1/bohr): 1.4 2.2 3.4 5.2 8.0
Helium HF energy: -2.86168; cc-pV5Z -2.86162 hartree
Helium: r (bohr), x, b (bohr), U model, U exact (hartree)
  0.1 0.3265 0.0938 -1.71397 -1.65622
  0.5 1.8829 0.5298 -1.33003 -1.29602
  1.0 3.3976 1.0173 -0.89420 -0.89384
  2.0 6.2015 2.0577 -0.48194 -0.49568
  4.0 11.8163 4.1672 -0.23996 -0.24999
Helium U at 1 bohr: model -24.332, exact -24.323 eV
Helium exchange energy: model -1.03886, exact -1.02567 hartree
  model error 1.29 percent
Helium tail, r = 10 bohr: -r*U = 0.97743, b-r = 0.2310 bohr
Helium tail, r = 20 bohr: -r*U = 0.98870, b-r = 0.2287 bohr
Helium tail, r = 40 bohr: -r*U = 0.99436, b-r = 0.2267 bohr
Helium predicted limit of b-r: 0.2247 bohr
```
